# Assigning the two nitrogen 1s ionization energies of N2O

## Problem

The X-ray photoelectron spectrum of N$_2$O has two nitrogen 1s lines, roughly 4 eV apart. The molecule is linear, with the atoms in the order N–N–O. Call the end nitrogen t (terminal) and the middle one c (central). Which line belongs to which atom?

The data below come from Hartree–Fock calculations at fixed nuclei. "Hole on t" means the ion N$_2$O$^+$ in which one 1s electron of the terminal nitrogen is missing. NOO$^+$ and ONO$^+$ are closed-shell cations whose nuclei sit at the positions of the N, N and O nuclei of N$_2$O, in that order.

| Species | Total energy (eV) |
|---|---|
| N$_2$O | −4998.80 |
| N$_2$O$^+$, hole on t | −4589.28 |
| N$_2$O$^+$, hole on c | −4584.54 |
| ONO$^+$ | −5542.77 |
| NOO$^+$ | −5537.43 |

For neutral N$_2$O, two further quantities are known at each nitrogen: the 1s orbital energy $\varepsilon_i$, and the electrostatic potential $\phi_i$ at nucleus $i$ due to all electrons and all other nuclei. The potential is given as the energy of a unit positive charge.

| Site | $-\varepsilon_i$ (eV) | $\phi_i$ (eV) |
|---|---|---|
| t | 426.91 | −496.77 |
| c | 431.08 | −492.24 |

(a) Find the two 1s ionization energies and assign the lines.

(b) Show that $-\varepsilon_i$ is the ionization energy when no orbital is allowed to change. How much of the splitting is already present at that stage?

(c) Explain the order of the two energies from the potentials.

(d) Check the assignment with the two cations, and explain what is approximate in this check.

(e) How far can the numbers be trusted?

## How the data were obtained

The bond lengths minimize the restricted Hartree–Fock energy of the linear molecule in the cc-pVDZ basis. They are 1.092 Å for N–N and 1.171 Å for N–O. All energies in the tables use the Gaussian functions of the same basis with each primitive left free (78 functions), so that a 1s shell can contract when one of its electrons is removed.

An ion with a core hole is not the lowest state of N$_2$O$^+$, so its energy cannot be found by plain minimization. It is made stationary instead, with ten doubly occupied orbitals and one singly occupied 1s orbital. At every iteration the single occupation goes to the orbital most like the original 1s orbital of the chosen atom.

The stationarity conditions follow from a small rotation of the orbitals. Let $D^\uparrow, D^\downarrow$ be the density matrices of the two spins and $F^\uparrow, F^\downarrow$ their Fock matrices. To first order,

$$\delta E=\mathrm{Tr}\,F^\uparrow\delta D^\uparrow+\mathrm{Tr}\,F^\downarrow\delta D^\downarrow .$$

- Mixing a doubly occupied orbital $d$ with the singly occupied $s$ leaves $D^\uparrow$ unchanged, because both are filled with spin up. Only $D^\downarrow$ changes, so $F^\downarrow_{ds}=0$.
- Mixing $s$ with an empty orbital $v$ changes only $D^\uparrow$, so $F^\uparrow_{sv}=0$.
- Mixing $d$ with $v$ changes both densities equally, so $F^\uparrow_{dv}+F^\downarrow_{dv}=0$.

## Solution

Atomic units are used in the algebra and eV for the numbers. Ionization energies are positive and refer to an electron at rest in vacuum.

### (a) The two ionization energies

The ionization energy of site $i$ is the energy of the ion minus that of the molecule, at the same nuclear positions:

$$I_i=E(\text{hole on }i)-E(\mathrm{N_2O}).$$

With the tabulated energies,

$$I_t=-4589.28+4998.80=409.52\ \text{eV},$$

$$I_c=-4584.54+4998.80=414.26\ \text{eV}.$$

The splitting is

$$I_c-I_t=414.26-409.52=4.74\ \text{eV}.$$

**The line at higher ionization energy belongs to the central nitrogen.** In atomic units the energies are $I_t=15.05$ and $I_c=15.22$ hartree, and the splitting is 0.174 hartree.

The photoelectron leaves with kinetic energy $h\nu-I_i$, where $h\nu$ is the photon energy. Electrons from the central atom are therefore the slower ones.

### (b) Frozen orbitals and relaxation

Label the occupied spin orbitals by $a,b$. Let $h_a$ be the kinetic energy plus nuclear attraction of an electron in $a$, and let $J_{ab}$ and $K_{ab}$ be the Coulomb and exchange integrals. The Hartree–Fock energy is

$$E=V_{nn}+\sum_a h_a+\frac12\sum_{a,b}(J_{ab}-K_{ab}),$$

where $V_{nn}$ is the repulsion of the nuclei. Now remove the electron in spin orbital $k$ and keep all other orbitals as they are. The terms that disappear are $h_k$ and every pair term containing $k$. In the double sum, $k$ appears once as first index and once as second index. The term $a=b=k$ is counted in both, but it vanishes because $J_{kk}=K_{kk}$. Hence

$$E-E_{\text{frozen}}=h_k+\frac12\sum_b(J_{kb}-K_{kb})+\frac12\sum_a(J_{ak}-K_{ak}).$$

The integrals are symmetric in their indices, so the two sums are equal and

$$E-E_{\text{frozen}}=h_k+\sum_b(J_{kb}-K_{kb})=\varepsilon_k .$$

The last equality is the definition of the orbital energy, the expectation value of the Fock operator in orbital $k$. Therefore

$$E_{\text{frozen}}-E=-\varepsilon_k .$$

At this stage the splitting is

$$-\varepsilon_c+\varepsilon_t=431.08-426.91=4.17\ \text{eV}.$$

In the real ion the remaining electrons respond to the hole. Define the relaxation energy $R_i$ by

$$I_i=-\varepsilon_i-R_i .$$

The data give

$$R_t=426.91-409.52=17.39\ \text{eV},\qquad R_c=431.08-414.26=16.82\ \text{eV}.$$

Both are positive: the ion lowers its energy when its electrons are drawn towards the hole. Because the hole state is a stationary state and not a minimum, this sign is read from the data and does not follow from the variational principle for ground states.

Subtracting the two relations for $I_i$ gives

$$I_c-I_t=(-\varepsilon_c+\varepsilon_t)-(R_c-R_t)=4.17-(-0.57)=4.74\ \text{eV}.$$

Relaxation changes each ionization energy by about 17 eV but the splitting by only 0.57 eV. Most of the shift is thus present in the neutral molecule before the electron leaves.

### (c) Why the central nitrogen has the higher energy

A 1s orbital is small compared with a bond length, so it acts almost as a probe of the potential at its nucleus. To see what this neglects, write out the orbital energy. Let $\chi_i$ be the 1s orbital at $\mathbf R_i$, $\rho$ the electron number density, and

$$\phi_i(\mathbf r)=\sum_{j\ne i}\frac{Z_j}{|\mathbf r-\mathbf R_j|}-\int\frac{\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r' .$$

An electron has charge $-1$, so its energy in this potential is $-\phi_i(\mathbf r)$. Its remaining energy consists of its kinetic energy, the attraction to its own nucleus and the exchange energy:

$$\varepsilon_i=\Big\langle\chi_i\Big|-\tfrac12\nabla^2-\frac{7}{|\mathbf r-\mathbf R_i|}\Big|\chi_i\Big\rangle-\langle\chi_i|\phi_i(\mathbf r)|\chi_i\rangle-X_i .$$

Here $X_i$ is the sum of exchange integrals with electrons of the same spin. It includes the self term, which cancels the self-repulsion contained in $\rho$.

Add and subtract the value at the nucleus, $\phi_i=\phi_i(\mathbf R_i)$, and collect everything else in $a_i$:

$$\varepsilon_i=a_i-\phi_i .$$

The quantity $a_i$ contains the kinetic energy, the attraction to the own nucleus, the exchange, and the difference between $\phi_i$ at the nucleus and its average over the orbital. These terms are large, but they are dominated by the atom's own 1s shell, which is nearly the same for both nitrogens. If $a_c\approx a_t$,

$$-\varepsilon_c+\varepsilon_t\approx\phi_c-\phi_t=-492.24+496.77=4.53\ \text{eV}.$$

The orbital energies gave 4.17 eV, so the estimate is too large by 0.36 eV, or 9% of the orbital splitting. This remainder is $a_c-a_t$. Both potentials are strongly negative because $\phi_i$ includes the electrons of atom $i$ but not its nucleus; the difference between the sites carries the chemical information.

Lewis structures suggest why the central nucleus has the higher potential. In N≡N–O the formal charges on t, c and O are $0,+1,-1$. In N=N=O they are $-1,+1,0$. The central atom is positive in both.

Its own charge is not the whole story, however, since the neighbouring charges act in the opposite direction. Suppose that removing one valence electron from an atom raises the potential at its nucleus by $k$, the mean value of $1/r$ for that electron. Take the same $k$ for both nitrogens, and treat charges on other atoms as points. Let $R_1$ be the N–N distance and $R_2$ the N–O distance. For N=N=O,

$$\Delta\phi_c=k-\frac1{R_1},\qquad \Delta\phi_t=-k+\frac1{R_1},$$

$$\Delta\phi_c-\Delta\phi_t=2\left(k-\frac1{R_1}\right).$$

For N≡N–O,

$$\Delta\phi_c=k-\frac1{R_2},\qquad \Delta\phi_t=\frac1{R_1}-\frac1{R_1+R_2},$$

$$\Delta\phi_c-\Delta\phi_t=k-\frac1{R_1}-\frac1{R_2}+\frac1{R_1+R_2}.$$

The central atom has the higher potential only if its valence electrons are compact enough, that is, if $k$ is large enough. At this geometry $k$ must exceed 0.485 atomic units for N=N=O and 0.703 for N≡N–O. The Hartree–Fock nitrogen atom has a mean $1/r$ of 0.96 for a 2p and 1.08 for a 2s electron, above both thresholds. In the limit $k\to1/R_1$ the shift of the first structure vanishes, however large the formal charges. Formal charges make the order plausible; the computed potentials establish it within this model.

### (d) The equivalent-core check

Look at the ionized atom from outside its 1s shell. A nitrogen nucleus with one 1s electron has net charge $7-1=6$. An oxygen nucleus with two 1s electrons has net charge $8-2=6$. The valence electrons should therefore arrange themselves in almost the same way around either core. Replacing the ionized nitrogen by oxygen gives

$$\text{hole on t}\;\to\;\mathrm{ONO^+},\qquad \text{hole on c}\;\to\;\mathrm{NOO^+}.$$

The total energies are not similar, because the cores themselves differ. Define the difference for each site:

$$\delta_t=E(\text{hole on t})-E(\mathrm{ONO^+}),\qquad \delta_c=E(\text{hole on c})-E(\mathrm{NOO^+}).$$

The energy of neutral N$_2$O cancels in the splitting, so

$$I_c-I_t=E(\text{hole on c})-E(\text{hole on t}),$$

$$I_c-I_t=E(\mathrm{NOO^+})-E(\mathrm{ONO^+})+\delta_c-\delta_t .$$

This is an identity. The approximation consists in setting $\delta_c=\delta_t$: exchanging the cores is taken to cost the same at either site. It gives

$$I_c-I_t\approx-5537.43+5542.77=5.34\ \text{eV}.$$

The sign confirms the assignment. The cation difference does not depend on the hole calculations. Had the two holes been attached to the wrong atoms, the direct result would have been $I_c-I_t=-4.74$ eV, opposite in sign to the $+5.34$ eV of the cations. In chemical terms, the cation with oxygen in the middle is the less stable one, and it corresponds to the more costly hole.

The estimate exceeds the direct result by 0.60 eV, or 13% of 4.74 eV. The same amount appears in the core differences:

$$\delta_t=-4589.28+5542.77=953.49\ \text{eV},$$

$$\delta_c=-4584.54+5537.43=952.89\ \text{eV},$$

$$\delta_c-\delta_t=-0.60\ \text{eV}.$$

For comparison, the bare cores N$^{6+}$ (one electron) and O$^{6+}$ (two electrons), computed by Hartree–Fock with the same basis functions, differ by 941.79 eV. Most of $\delta$ is thus a property of the cores alone. The excess is 11.70 eV at t and 11.10 eV at c, and it contains everything the bare cores leave out: the interaction of each core with the valence electrons and the other nuclei, and basis error that differs between the ion and the cation. These parts were not separated.

A simple model shows one source of this excess. Give each core electron the density $(\zeta^3/\pi)e^{-2\zeta r}$. Its repulsive potential is the charge inside $r$ divided by $r$, plus the contribution of the shells outside:

$$v(r)=\frac1r\int_0^r4\zeta^3s^2e^{-2\zeta s}\,ds+\int_r^\infty4\zeta^3s\,e^{-2\zeta s}\,ds .$$

Integration by parts gives for the two terms

$$\frac1r-e^{-2\zeta r}\left(\frac1r+2\zeta+2\zeta^2r\right)\quad\text{and}\quad e^{-2\zeta r}\left(2\zeta^2r+\zeta\right).$$

Their sum is

$$v(r)=\frac1r-e^{-2\zeta r}\left(\frac1r+\zeta\right).$$

A valence electron near a core with nuclear charge $Z$ and $n$ core electrons then has the potential energy

$$-\frac Zr+n\,v(r)=-\frac{Z-n}{r}-n\,e^{-2\zeta r}\left(\frac1r+\zeta\right).$$

The first term is $-6/r$ for both cores. The second acts only inside the core and differs between them. If the valence density is roughly a constant $\rho_v$ over this small region, the second term contributes

$$-n\rho_v\int_0^\infty4\pi r^2e^{-2\zeta r}\left(\frac1r+\zeta\right)dr=-4\pi n\rho_v\left(\frac1{4\zeta^2}+\frac{2\zeta}{8\zeta^3}\right)=-\frac{2\pi n\rho_v}{\zeta^2}.$$

For the nitrogen core $n=1$ and $\zeta=7$. For the oxygen core $n=2$ and $\zeta$ is at most 8, since the two electrons screen each other. Because $2/8^2>1/7^2$, the oxygen core binds the valence electrons more strongly. This lowers the cation energy and makes $\delta$ larger than its bare-core value, as found. A constant density is a crude assumption, since a 2s orbital falls steeply from the nucleus towards its radial node, but the sign of this term does not rest on it. For $\zeta=8$ the ratio of the oxygen term to the nitrogen term at radius $r$ is $2e^{-2r}(1+8r)/(1+7r)$. This exceeds 1 for all $r<\tfrac12\ln2\approx0.35$ bohr, and beyond that radius both terms have almost vanished. A smaller $\zeta$ only enlarges the oxygen term.

In this model the excess grows with the valence density in the core region. A smaller density at the central atom would push $\delta_c$ below $\delta_t$, but this term alone is not shown to account for the 0.60 eV: exchange between core and valence electrons also contributes, and the two effects were not separated.

**A limiting case.** Replace the molecule by N$_2$. The two sites are then mirror images, and so are the two equivalent-core cations. It follows that $\delta_c=\delta_t$, the cation energies are equal, and the chemical shift between localized holes is zero, as it must be. The check is useful when the shift is clearly larger than the variation of $\delta$. In N$_2$O that variation is 0.60 eV against a shift of 4.74 eV. For two sites whose energies differ by a few tenths of an eV, even the sign could come out wrong. The check also fails if the cation has a different valence configuration from the core-hole ion.

### (e) Reliability

Repeating the calculation at the same geometry with a larger basis gives an idea of the basis error. With the uncontracted cc-pVTZ functions, f functions omitted (105 functions), the results are

$$I_t=409.20\ \text{eV},\qquad I_c=414.00\ \text{eV},\qquad I_c-I_t=4.80\ \text{eV}.$$

The individual energies fall by about 0.3 eV, while the splitting changes by 0.06 eV. The quantities of parts (b) and (c) move by similar amounts. With the f functions of cc-pVTZ included (126 functions), the orbital-energy splitting goes from 4.17 to 4.13 eV, the potential difference from 4.53 to 4.50 eV and the remainder $a_c-a_t$ from 0.36 to 0.37 eV, and $I_t$ becomes 409.15 eV. The cation difference of 5.34 eV and the values of $\delta$ in part (d) were obtained in the 78-function basis only, so their second decimal should not be taken as converged. Much of the basis error is common to both sites and cancels in the difference. The decimals kept above serve the arithmetic; reasonable statements of the results are 409 eV, 414 eV and a splitting of 4.7 to 4.8 eV for spin-restricted Hartree–Fock in these two bases. The restriction that both spins share the same orbitals excludes spin polarization around the hole, and this affects the splitting more than the change of basis does. Letting the two spins have different orbitals, in the 78-function basis, gives $I_t=408.85$ eV, $I_c=414.04$ eV and a splitting of 5.19 eV. That is 0.45 eV larger than the restricted value, with the order of the lines unchanged. These solutions are not pure doublets, however: $\langle S^2\rangle$ is 1.23 for the hole on t and 0.83 for the hole on c, instead of 0.75. The value of 5.19 eV therefore shows how sensitive the splitting is to the restriction and is not necessarily a better result.

This splitting is larger than the measured one of roughly 4 eV. The calculation leaves out electron correlation, relativity and molecular vibration, and it uses Hartree–Fock bond lengths. The data do not show how the discrepancy is divided among these.

The assignment is less sensitive than the size of the splitting. To reverse it, the omitted effects would have to shift one site relative to the other by more than 4.7 eV. The orbital energies, the potentials at the nuclei, the relaxed ions and the equivalent-core cations all place the central nitrogen higher. They share the Hartree–Fock approximation, so their agreement supports the physical explanation but does not measure the error of that approximation.
